# When a Good Hanle Fit Underestimates the Spin Lifetime: Absorbing Contacts: a numerical check

```python
# Result under test: ferromagnetic contacts that absorb spin broaden the Hanle
# curve of a nonlocal spin valve, so a fit without absorption gives too short
# a spin lifetime. The signal is R_NL = P^2 (R_sq/W) Re F, where
#   F = exp(-k L)/(2k) / ((1+a)^2 - a^2 exp(-2 k L)),  a = 1/(2 k ell),
#   k^2 = (1/tau + i omega)/D,  ell = R_c W / ((1-P^2) R_sq).
# tau: intrinsic lifetime, D: diffusion constant, L: contact spacing,
# W: channel width, R_sq: sheet resistance, R_c: contact resistance,
# P: contact polarisation, omega: precession rate, ell: absorption length.
# Internal units: micrometre, nanosecond, ohm, tesla.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq, least_squares
from scipy.special import expit

# ---------- inputs: rough typical values for graphene on oxide ----------
D, tau, L, W = 20.0, 1.0, 5.0, 1.0
R_c, P, density_m2, v_fermi = 1000.0, 0.1, 2e16, 1e6
temperature, current, contact_width, flake_end = 300.0, 1e-6, 0.2, 5.0
saturation_T, rho_F, lambda_F = 1.8, 2e-7, 4e-8   # rough cobalt values, SI
g_factor = 2.0
gamma = g_factor * sc.value('Bohr magneton') / sc.hbar * 1e-9  # rad/(ns T)
field = np.linspace(0, 0.1, 101)
omega = gamma * field
lam = np.sqrt(D * tau)

# sheet resistance from the Einstein relation, degenerate graphene
E_F = sc.hbar * v_fermi * np.sqrt(np.pi * density_m2)
dos = 2 * E_F / (np.pi * (sc.hbar * v_fermi)**2)
sigma = sc.e**2 * dos * D * 1e-3                  # 1 um^2/ns = 1e-3 m^2/s
R_sq = 1 / sigma
mobility = sigma / (density_m2 * sc.e)


def absorption_length(contact_resistance):
    return contact_resistance * W / ((1 - P**2) * R_sq)


ell = absorption_length(R_c)


def transfer(om, life, diff, dist, absorb=np.inf):
    k = np.sqrt((1 / life + 1j * np.asarray(om)) / diff)
    a = (1 / absorb) / (2 * k)        # reciprocal first: exact zero for inf
    e = np.exp(-k * dist)
    return e / (2 * k) / ((1 + a)**2 - (a * e)**2)


# ---------- finite-difference channel, the independent road ----------
def build(dist, absorb, pad=45.0, width=0.0, h=0.025):
    """Bands of -d2/dx2 + contact sinks; reflecting ends; contact weights."""
    n_pad, n_gap = round(pad / h), round(dist / h)
    n = 2 * n_pad + n_gap + 1
    weights = []
    for centre in (n_pad, n_pad + n_gap):
        w = np.zeros(n)
        half = round(width / 2 / h)
        w[centre - half:centre + half + 1] = 1.0
        if half > 0:
            w[centre - half] = w[centre + half] = 0.5
        weights.append(w / w.sum())
    bands = np.zeros((3, n), complex)
    bands[0, 1:] = bands[2, :-1] = -1 / h**2
    bands[1] = 2 / h**2
    bands[1, 0] = bands[1, -1] = 1 / h**2
    bands[1] += (weights[0] + weights[1]) / (h * absorb)
    return bands, weights, h


def numeric_curve(om, life, diff, dist, absorb, **options):
    bands, (w_in, w_out), h = build(dist, absorb, **options)
    out = []
    for o in np.atleast_1d(om):
        m = bands.copy()
        m[1] += (1 / life + 1j * o) / diff
        out.append(w_out @ solve_banded((1, 1), m, w_in / h))
    return np.array(out)


data_complex = numeric_curve(omega, tau, D, L, ell)
data = data_complex.real
closed = transfer(omega, tau, D, L, ell)
fd_error = np.max(abs(data_complex - closed)) / data[0]
assert fd_error < 1e-3
free_numeric = numeric_curve(omega[::10], tau, D, L, np.inf)
free_closed = transfer(omega[::10], tau, D, L)
assert np.max(abs(free_numeric - free_closed)) / abs(free_closed[0]) < 1e-3

# limits: endless lifetime, and perfectly absorbing contacts
endless = numeric_curve(0.0, 1e9, D, L, ell)[0].real
assert abs(endless / (ell**2 / (2 * ell + L)) - 1) < 1e-3
tiny = 0.002
strong = numeric_curve(omega[::10], tau, D, L, tiny)
k_test = np.sqrt((1 / tau + 1j * omega[::10]) / D)
limit = k_test * tiny**2 / np.sinh(k_test * L)
assert np.max(abs(strong - limit)) / abs(limit[0]) < 0.02


# ---------- arrival-time moments ----------
def free_second_moment(life, diff, dist):
    u = dist / np.sqrt(diff * life)
    return life**2 * (3 + 3 * u + u**2) / 4


def moments(life, diff, dist, absorb):
    """Mean and mean square arrival time from the low-field response."""
    o = 0.003 / life
    f0, f1 = transfer(0.0, life, diff, dist, absorb), \
        transfer(o, life, diff, dist, absorb)
    return -f1.imag / f0.real / o, 2 * (1 - f1.real / f0.real) / o**2


def free_arrival(t):
    return np.exp(-L**2 / (4 * D * t) - t / tau) / np.sqrt(4 * np.pi * D * t)


norm = quad(free_arrival, 0, 60, limit=300, points=[0.1, 1, 5])[0]
second = quad(lambda t: t * t * free_arrival(t), 0, 60, limit=300,
              points=[0.1, 1, 5])[0]
assert abs(second / norm / free_second_moment(tau, D, L) - 1) < 1e-5

bands, (w_in, w_out), h = build(L, ell)
bands[1] += 1 / (tau * D)
bands *= D
x1 = solve_banded((1, 1), bands, w_in)
x2 = solve_banded((1, 1), bands, x1)
x3 = solve_banded((1, 1), bands, x2)
mean_fd = (w_out @ x2 / (w_out @ x1)).real
square_fd = (2 * (w_out @ x3) / (w_out @ x1)).real
mean_abs, square_abs = moments(tau, D, L, ell)
assert abs(mean_fd / mean_abs - 1) < 2e-3
assert abs(square_fd / square_abs - 1) < 2e-3

for u in (0.1, 0.5, 1, 2, 5):                 # broadening on a wide grid
    for r in (0.01, 0.1, 1, 10, 100):
        m1, m2 = moments(1.0, 1.0, u, r)
        q1, q2 = moments(1.0, 1.0, u, np.inf)
        assert np.all(np.isfinite([m1, m2, q1, q2]))
        assert m1 < q1, (u, r, m1, q1)
        assert m2 < q2, (u, r, m2, q2)
        assert m2 - m1**2 < q2 - q1**2, (u, r, m2 - m1**2, q2 - q1**2)
tau_curvature = brentq(
    lambda t: free_second_moment(t, D, L) - square_fd, 1e-5, 10 * tau)
assert tau_curvature < tau


# ---------- time domain: are late arrivals lost preferentially? ----------
def arrival_density(times, absorb):
    b, (w0, wL), step = build(L, absorb, pad=25.0, h=0.05)
    diag = D * b[1].real + 1 / tau
    vals, vecs = eigh_tridiagonal(diag, D * b[0, 1:].real)
    amp = (w0 @ vecs) * (wL @ vecs) / step
    return np.exp(-np.outer(times, vals)) @ amp


probe = np.array([0.1, 0.3, 1.0, 3.0])
p_free, p_abs = arrival_density(probe, np.inf), arrival_density(probe, ell)
assert np.max(abs(p_free / free_arrival(probe) - 1)) < 0.01
survival = p_abs / p_free
assert np.all(np.diff(survival) < 0) and np.all(survival > 0)
times = np.linspace(0, 15, 3001)
history = arrival_density(times, ell)
assert history.min() > -1e-9
rebuilt = D * simpson(history * np.cos(omega[10] * times), x=times)
assert abs(rebuilt - closed[10].real) / closed[0].real < 5e-3


# ---------- fits with free amplitude ----------
def fit(curve, dist, absorb=np.inf, free_D=False, start=1.0):
    """Lifetime, D, largest residual/peak, errors for 1% noise, R squared."""
    d = curve / curve[0]

    def residual(x):
        diff = np.exp(x[1]) if len(x) > 1 else D
        m = transfer(omega, np.exp(x[0]), diff, dist, absorb).real
        m = m / m[0]
        return d - (m @ d) / (m @ m) * m

    tol = dict(ftol=1e-12, xtol=1e-12, gtol=1e-12)
    lo, hi = np.log([0.003, 2.0]), np.log([1e4, 2000.0])
    s = least_squares(residual, [np.log(start)], bounds=(lo[:1], hi[:1]), **tol)
    if free_D:
        s = least_squares(residual, [s.x[0], np.log(D)], bounds=(lo, hi), **tol)
    err = 0.01 * np.sqrt(np.diag(np.linalg.inv(s.jac.T @ s.jac)))
    diff = np.exp(s.x[1]) if free_D else D
    r_squared = 1 - s.fun @ s.fun / np.sum((d - d.mean())**2)
    return np.exp(s.x[0]), diff, np.max(abs(s.fun)), err, r_squared


naive_fixed = fit(data, L)
naive_free = fit(data, L, free_D=True)
full_fixed = fit(data, L, ell)
full_free = fit(data, L, ell, free_D=True)
wrong_R = fit(data, L, absorption_length(1.2 * R_c))
assert naive_fixed[0] < tau and naive_free[0] < tau and naive_free[1] > D
assert naive_free[4] > 0.99                   # the wrong model fits well
assert abs(full_fixed[0] / tau - 1) < 0.03
assert abs(full_free[0] / tau - 1) < 0.03 and abs(full_free[1] / D - 1) < 0.03

R_list = [100.0, 1000.0, 1e4, 1e5]
R_fits = []
for r in R_list:
    c = transfer(omega, tau, D, L, absorption_length(r)).real
    R_fits.append((fit(c, L)[0], fit(c, L, free_D=True)[0]))
assert np.all(np.diff([f[0] for f in R_fits]) > 0) and R_fits[-1][0] < tau
L_list = [5.0, 10.0, 20.0, 40.0]
L_fits = [fit(transfer(omega, tau, D, x, ell).real, x)[0] for x in L_list]
assert np.all(np.diff(L_fits) > 0) and L_fits[-1] < tau
tau_list = [1.0, 10.0, 100.0, 1000.0]
tau_fits = []
for t in tau_list:
    c = transfer(omega, t, D, L, ell).real
    tau_fits.append((fit(c, L)[0], fit(c, L, free_D=True)[0]))
assert abs(tau_fits[3][0] / tau_fits[2][0] - 1) < 0.05
k_long = np.sqrt((1e-6 + 1j * omega) / D)
ideal_sink = fit((k_long / np.sinh(k_long * L)).real, L, free_D=True)


def half_width(absorb):
    f0 = transfer(0.0, tau, D, L, absorb).real
    return brentq(lambda b: transfer(gamma * b, tau, D, L, absorb).real
                  - f0 / 2, 0, 0.1)


width_free, width_abs = half_width(np.inf), half_width(ell)
assert width_abs > width_free


# ---------- neglected effects, judged by the same absorption-free fit ----------
def anisotropic_curve(along, across):
    """Different sink strengths (1/um) along and across the magnetisation."""
    out = []
    for o in omega:
        k = np.sqrt((1 / tau + 1j * o) / D)
        g = np.array([[1, np.exp(-k * L)], [np.exp(-k * L), 1]]) / (2 * k)
        K = np.block([[g.real, -g.imag], [g.imag, g.real]])
        Y = np.diag([along, along, across, across])
        out.append(np.linalg.solve(np.eye(4) + K @ Y, K[:, 0])[1])
    return np.array(out)


assert np.max(abs(anisotropic_curve(1 / ell, 1 / ell) - closed.real)) < 1e-10
wide = numeric_curve(omega, tau, D, L, ell, width=contact_width).real
short = numeric_curve(omega, tau, D, L, ell, pad=flake_end).real
mixing = anisotropic_curve(1 / ell, 2 * R_sq / (W * R_c))
sin2 = (field / saturation_T)**2
tilted = (1 - sin2) * data + sin2 * data[0]
variants = [fit(c, L)[0] for c in (wide, short, mixing, tilted)]
assert max(variants) < tau
drift = mobility * current * R_sq / (W * 1e-6) * tau * 1e-3      # um
r_F = rho_F * lambda_F / (W * contact_width * 1e-12)
t_red = sc.k * temperature / E_F


def carriers(mu):
    return quad(lambda e: e * (expit((mu - e) / t_red)
                               - expit((-mu - e) / t_red)), 0, 12,
                points=[1.0], limit=200)[0]


mu_red = brentq(lambda m: carriers(m) - 0.5, 0.3, 1.3)
dos_ratio = 2 * t_red * np.log(2 * np.cosh(mu_red / (2 * t_red)))

# ---------- output ----------
scale = P**2 * R_sq / W
print(f"Inputs: D = {D*10:.0f} cm2/s, tau = {tau:.2f} ns, L = {L:.1f} um, W = {W:.1f} um")
print(f"Inputs: R_c = {R_c:.0f} ohm, P = {P:.2f}, density = {density_m2*1e-4:.1e} cm^-2")
print(f"Inputs: Fermi velocity = {v_fermi:.1e} m/s, g = {g_factor:.1f}, T = {temperature:.0f} K")
print(f"Fit window: 0 to {field[-1]*1e3:.0f} mT, {len(field)} points")
print(f"Fermi energy = {E_F/sc.e:.4f} eV, mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"Sheet resistance = {R_sq:.1f} ohm per square")
print(f"Spin diffusion length = {lam:.3f} um, absorption length = {ell:.4f} um")
print(f"Precession rate per field = {gamma*1e-3:.5f} rad/(ns mT)")
print(f"Diffusion time L^2/D = {L**2/D:.3f} ns")
print(f"Zero-field signal: no absorption {scale*transfer(0,tau,D,L).real:.3f} ohm, with {scale*data[0]:.4f} ohm")
print(f"Endless-lifetime signal with absorption = {scale*endless:.4f} ohm")
print(f"Half width at half maximum: no absorption {width_free*1e3:.2f} mT, with {width_abs*1e3:.2f} mT")
print(f"Mean arrival time: no absorption {tau*(1+L/lam)/2:.4f} ns, with {mean_fd:.4f} ns")
print(f"Mean square arrival time: no absorption {free_second_moment(tau,D,L):.4f} ns2, with {square_fd:.4f} ns2")
for t, s in zip(probe, survival):
    print(f"Arrival density ratio, with/without absorption, at {t:.1f} ns = {s:.4f}")
print(f"Closed form vs finite differences, largest error/peak = {fd_error:.1e}")
print(f"Lifetime from zero-field curvature, absorption ignored = {tau_curvature:.4f} ns")
print(f"Fit ignoring absorption, D fixed: tau = {naive_fixed[0]:.4f} ns")
print(f"  its max residual = {100*naive_fixed[2]:.2f} % of peak, R squared = {naive_fixed[4]:.5f}")
print(f"Fit ignoring absorption, D free: tau = {naive_free[0]:.4f} ns, D = {naive_free[1]*10:.1f} cm2/s")
print(f"  its max residual = {100*naive_free[2]:.2f} % of peak, R squared = {naive_free[4]:.5f}")
print(f"Fit with absorption, D fixed: tau = {full_fixed[0]:.4f} ns")
print(f"Fit with absorption, D free: tau = {full_free[0]:.4f} ns, D = {full_free[1]*10:.1f} cm2/s")
print(f"  tau error for noise of 1% of peak: D fixed {100*full_fixed[3][0]:.1f} %, D free {100*full_free[3][0]:.1f} %")
print(f"Fit with absorption, D fixed, R_c taken 20% too high: tau = {wrong_R[0]:.4f} ns")
for r, f in zip(R_list, R_fits):
    print(f"R_c = {r/1e3:.1f} kohm: fit without absorption, D fixed {f[0]:.4f} ns, D free {f[1]:.4f} ns")
for x, f in zip(L_list, L_fits):
    print(f"L = {x:.0f} um: fit without absorption, D fixed {f:.4f} ns")
for t, f in zip(tau_list, tau_fits):
    print(f"True tau = {t:.0f} ns: fit without absorption, D fixed {f[0]:.4f} ns, D free {f[1]:.4f} ns")
print(f"Perfect sinks, endless lifetime, D free: tau/(L^2/D) = {ideal_sink[0]*D/L**2:.4f}, D_fit/D = {ideal_sink[1]/D:.3f}")
print("Neglected effects: lifetime from the D-fixed fit without absorption")
print(f"  contacts {contact_width:.1f} um wide: {variants[0]:.4f} ns")
print(f"  flake ending {flake_end:.0f} um beyond each contact: {variants[1]:.4f} ns")
print(f"  transverse absorption twice the tunnel value: {variants[2]:.4f} ns")
print(f"  magnetisation tilt, saturation {saturation_T:.1f} T: {variants[3]:.4f} ns")
print(f"Drift length at {current*1e6:.0f} uA = {drift:.3f} um, over diffusion length = {drift/lam:.3f}")
print(f"Density of states at {temperature:.0f} K over zero-temperature value = {dos_ratio:.4f}")
print(f"Spin resistance of the ferromagnet = {r_F:.3f} ohm")
print("success")
```

Printed output:

```
Inputs: D = 200 cm2/s, tau = 1.00 ns, L = 5.0 um, W = 1.0 um
Inputs: R_c = 1000 ohm, P = 0.10, density = 2.0e+12 cm^-2
Inputs: Fermi velocity = 1.0e+06 m/s, g = 2.0, T = 300 K
Fit window: 0 to 100 mT, 101 points
Fermi energy = 0.1650 eV, mobility = 2424 cm2/Vs
Sheet resistance = 1287.2 ohm per square
Spin diffusion length = 4.472 um, absorption length = 0.7847 um
Precession rate per field = 0.17588 rad/(ns mT)
Diffusion time L^2/D = 1.250 ns
Zero-field signal: no absorption 9.410 ohm, with 0.6745 ohm
Endless-lifetime signal with absorption = 1.2066 ohm
Half width at half maximum: no absorption 5.38 mT, with 14.68 mT
Mean arrival time: no absorption 1.0590 ns, with 0.4045 ns
Mean square arrival time: no absorption 1.9010 ns2, with 0.2771 ns2
Arrival density ratio, with/without absorption, at 0.1 ns = 0.4604
Arrival density ratio, with/without absorption, at 0.3 ns = 0.1704
Arrival density ratio, with/without absorption, at 1.0 ns = 0.0209
Arrival density ratio, with/without absorption, at 3.0 ns = 0.0029
Closed form vs finite differences, largest error/peak = 1.1e-05
Lifetime from zero-field curvature, absorption ignored = 0.2847 ns
Fit ignoring absorption, D fixed: tau = 0.2028 ns
  its max residual = 6.42 % of peak, R squared = 0.99616
Fit ignoring absorption, D free: tau = 0.2390 ns, D = 246.7 cm2/s
  its max residual = 2.50 % of peak, R squared = 0.99912
Fit with absorption, D fixed: tau = 1.0000 ns
Fit with absorption, D free: tau = 1.0002 ns, D = 200.0 cm2/s
  tau error for noise of 1% of peak: D fixed 2.0 %, D free 4.4 %
Fit with absorption, D fixed, R_c taken 20% too high: tau = 0.7052 ns
R_c = 0.1 kohm: fit without absorption, D fixed 0.0795 ns, D free 0.1164 ns
R_c = 1.0 kohm: fit without absorption, D fixed 0.2028 ns, D free 0.2390 ns
R_c = 10.0 kohm: fit without absorption, D fixed 0.6895 ns, D free 0.7240 ns
R_c = 100.0 kohm: fit without absorption, D fixed 0.9575 ns, D free 0.9632 ns
L = 5 um: fit without absorption, D fixed 0.2028 ns
L = 10 um: fit without absorption, D fixed 0.3553 ns
L = 20 um: fit without absorption, D fixed 0.5548 ns
L = 40 um: fit without absorption, D fixed 0.7314 ns
True tau = 1 ns: fit without absorption, D fixed 0.2028 ns, D free 0.2390 ns
True tau = 10 ns: fit without absorption, D fixed 0.2672 ns, D free 0.3381 ns
True tau = 100 ns: fit without absorption, D fixed 0.2777 ns, D free 0.3580 ns
True tau = 1000 ns: fit without absorption, D fixed 0.2794 ns, D free 0.3621 ns
Perfect sinks, endless lifetime, D free: tau/(L^2/D) = 0.0952, D_fit/D = 1.770
Neglected effects: lifetime from the D-fixed fit without absorption
  contacts 0.2 um wide: 0.1975 ns
  flake ending 5 um beyond each contact: 0.2114 ns
  transverse absorption twice the tunnel value: 0.1489 ns
  magnetisation tilt, saturation 1.8 T: 0.2033 ns
Drift length at 1 uA = 0.312 um, over diffusion length = 0.070
Density of states at 300 K over zero-temperature value = 0.9596
Spin resistance of the ferromagnet = 0.040 ohm
success
```
